Shooting for the Initial Slope of the Neutral Thomas-Fermi Atom

**1. Definitions and conventions**

Gaussian units are used. The electron charge is −e, its mass is m, and a fixed point nucleus has charge Ze. The electrostatic potential V(r) includes nucleus and electrons and vanishes at infinity. An electron has potential energy −eV; a static unit positive charge has energy +eV.

The Thomas-Fermi model treats the electrons at each point as a zero-temperature gas with two spin states. It is non-relativistic and omits exchange, correlation and gradients of the density. In a neutral atom the highest occupied energy is zero: at the edge of the electron cloud, even if that edge is at infinity, V is zero and so is the local Fermi momentum p_F. Hence

p_F²/(2m) = eV,  n = p_F³/(3π²ħ³) = (2meV)^(3/2)/(3π²ħ³).

Define the screening function φ and scaled distance x by

V = (Ze/r) φ(x),  x = r/a.

The length a is still to be chosen. For r > 0, Poisson's equation is ∇²V = 4πen, because the electronic charge density is −en. Since ∇²V = (1/r)d²(rV)/dr² and rV = Zeφ,

Zeφ''/(a²r) = [4πe/(3π²ħ³)] (2mZe²φ/r)^(3/2).

Multiply by a²r/(Ze) and put r = ax:

φ'' = [4Z^(1/2)/(3π)] (2me²a/ħ²)^(3/2) φ^(3/2)/√x.

Choosing the constant factor to be one gives

a = (1/2)(3π/4)^(2/3) ħ²/(me²Z^(1/3)),

φ'' = φ^(3/2)/√x.  (1)

Close to the nucleus V tends to Ze/r, so φ(0) = 1. Far away rV tends to the net charge, which is zero, so φ(∞) = 0. The unknown is B = φ'(0). All dependence on Z has gone into a, so one number B serves every neutral atom in this model.

**2. A tiny shooting problem by hand**

Replace (1) for a moment by

f'' = f,  f(0) = 1,  f(∞) = 0.

A computer can integrate outward only after f'(0) = b has been chosen. Here the shot is known:

f = cosh x + b sinh x = (1/2)(1 + b)e^x + (1/2)(1 − b)e^(−x).

If b < −1, the growing exponential has a negative coefficient and f reaches zero, where tanh x = −1/b. If −1 < b < 0, f has a positive minimum, where tanh x = −b, and then rises. Only b = −1 meets the outer condition.

Start with the bracket from −7/3 to 0. Its midpoint −7/6 makes f vanish at x = (1/2)ln 13, so it is too steep and becomes the lower end. The next midpoint, −7/12, turns upward at x = (1/2)ln(19/5), so it becomes the upper end. Then −7/8 turns upward at (1/2)ln 15, and −49/48 reaches zero at (1/2)ln 97. The bracket closes on −1.

An error δb changes the shot by δb sinh x. This growth makes the verdict clear at modest x, which helps to find b, but it also ruins the computed function at large x. Both features return in the atom, with a power in place of the exponential.

**3. The expansion at the nucleus**

Equation (1) cannot be started as it stands, because φ'' grows as 1/√x at the origin. An ordinary Taylor series in x therefore fails. The regular variable is t = √x:

φ = Σ a_k t^k,  φ^(3/2) = Σ h_m t^m,

with a_0 = h_0 = 1. Since t^k = x^(k/2), its second derivative in x is [k(k−2)/4]t^(k−4). The right side of (1) is Σ h_m t^(m−1). Matching powers means m = k−3:

k(k−2)a_k/4 = h_(k−3) for k ≥ 3.  (2)

For k = 1 there is no matching term on the right, so a_1 = 0. For k = 2 the left factor vanishes; a_2 = B is free.

To find h_m, write H = φ^(3/2). Differentiation in t gives φH' = (3/2)φ'H. The coefficient of t^(m−1) is

Σ_(j=0..m) (m−j)a_j h_(m−j) = (3/2) Σ_(j=1..m) j a_j h_(m−j).

Keeping the j = 0 term on the left gives

m h_m = Σ_(j=1..m) (5j/2 − m) a_j h_(m−j).  (3)

Equations (2) and (3), used alternately, yield

h_1 = 0, h_2 = 3B/2, h_3 = 2, h_4 = 3B²/8, h_5 = 8B/5,

φ = 1 + Bx + (4/3)x^(3/2) + (2/5)Bx^(5/2) + x³/3 + (3/70)B²x^(7/2) + (2/15)Bx⁴ + ...  (4)

The slope ψ = dφ/dx follows term by term:

ψ = B + 2√x + Bx^(3/2) + x² + ...  (5)

The term (4/3)x^(3/2) has a direct meaning. Near the nucleus the electron density grows as r^(−3/2), and this cloud begins to bend the screening function at once.

As an example, take B = −1.588071 and x = 0.04, so t = 0.2. The terms shown in (4) are

1 − 0.0635228 + 0.0106667 − 0.0002033 + 0.0000213 + 0.0000014 − 0.0000005 = 0.9469628.

The full series gives φ = 0.94696277 and ψ = −1.19910345 there.

The series has a finite range. Continued to negative t, φ has a zero at t = −0.6652. Near such a zero φ is linear, φ^(3/2) has power 3/2, and two integrations put a non-analytic 7/2 power into φ. The growth of the high coefficients, analysed with that power, gives a radius of 0.6655 in t, in agreement. The radius is about 0.44 in x, and x = 0.04 lies well inside it.

**4. Why a shot gives a verdict**

From the starting point, integrate with t as the independent variable. Since dx = 2t dt,

dφ/dt = 2tψ,  dψ/dt = 2φ^(3/2).  (6)

The second equation follows from ψ' = φ^(3/2)/t multiplied by 2t. Nothing in (6) is singular at t = 0, so a shot depends continuously on B.

While φ is positive, φ'' is positive and ψ increases. There are two ways to fail:

- Too steep: φ reaches zero.
- Too shallow: ψ becomes positive while φ is positive. It then stays positive, so φ cannot return to zero.

Both kinds exist. For B = 0, ψ is positive immediately. For B = −7/3, suppose φ stayed positive up to x = 1. As long as φ ≤ 1, integration of (1) gives ψ ≤ B + 2√x, which is negative up to x = 1; hence φ does stay below one. A second integration gives φ(1) < 1 + B + 4/3 = 0, a contradiction. This shot therefore reaches zero before x = 1.

Each kind occupies an open set of slopes. A positive ψ at some point remains positive after a small enough change of B. At a zero, φ crosses with negative slope and a small change only moves the crossing. It cannot touch with zero slope: if φ = ψ = 0 at some x > 0, uniqueness for (1) would make φ zero throughout x > 0, against φ(0) = 1. Two disjoint, non-empty open sets cannot fill the whole interval from −7/3 to 0, so some slope belongs to neither.

For that slope φ is positive and never increases, so it has a limit L ≥ 0. If L were positive, (1) would give φ'' ≥ L^(3/2)/√x and hence ψ ≥ B + 2L^(3/2)√x, which eventually becomes positive. This is excluded, so L = 0 and the boundary problem has a solution.

There is only one. Let two shots have slopes B_1 < B_2, and let w be φ_2 − φ_1. Initially w = 0 and w' = B_2 − B_1 > 0. While w ≥ 0 and both functions are non-negative,

w'' = [φ_2^(3/2) − φ_1^(3/2)]/√x ≥ 0.

Thus w' cannot fall below its initial value, and

w ≥ (B_2 − B_1)x.  (7)

Two functions that both tend to zero cannot satisfy (7). The same inequality justifies bisection. A slope above B gives a shot that lies above the solution by a growing amount, so it must turn upward. A slope below B would have to lie below a function tending to zero by a growing amount, so it must reach zero.

The steep shots have a meaning of their own: they describe positive ions. There the local kinetic energy is measured from the potential V_0 at the edge, e(V − V_0) = Ze²φ/r. A constant shift changes neither Poisson's equation nor φ(0) = 1. The electron number inside x is

N(x) = Z∫xφ'' dx = Z[1 + xψ − φ],  (8)

by integration by parts. At an edge x_0 where φ = 0, N = Z[1 + x_0ψ(x_0)], which is less than Z because ψ is negative.

**5. The method in general, and its result**

1. Set the lower slope to −7/3 and the upper slope to 0.
2. Take the midpoint as trial slope and evaluate φ and ψ at x = 0.04 from (2) and (3). If ψ is already positive, the trial is too shallow.
3. Otherwise integrate (6) outward until φ = 0 or ψ = 0.
4. If φ vanishes first, replace the lower slope by the trial; if ψ vanishes first, replace the upper slope.
5. Repeat until the bracket is narrow enough.

Some single shots show the decision being made:

slope −1.700: φ = 0 at x = 1.595
slope −1.590: φ = 0 at x = 5.503
slope −1.588: φ turns up at x = 9.953
slope −1.580: φ turns up at x = 3.175

On each side of B, a closer trial travels farther before failing. After 45 halvings the bracket width is (7/3)2^(−45), less than 10^(−13), and

B = −1.5880710226.

These digits belong to the mathematical problem (1). They are no statement of accuracy for a real atom.

The half-integer powers in the start matter. Suppose one starts at x_0 with φ = 1 + B_wrong x_0 and ψ = B_wrong. To leading order the true solution has ψ(x_0) = B + 2√x_0, from (5). The search therefore settles near

B_wrong ≈ B + 2√x_0.

At x_0 = 0.01 the shift found is 0.19732, against the estimate 0.2. At x_0 = 0.0001 it is still 0.02000. A smaller starting distance cures this error only as its square root.

**6. The tail and the limit of outward shooting**

Try φ = Kx^(−q) at large x. Equation (1) requires equal powers, q + 2 = 3q/2 + 1/2, so q = 3. The coefficients then give 12K = K^(3/2), or K = 144:

φ ≈ 144/x³.

Now add a small η. Expanding φ^(3/2) to first order,

η'' = (3/2)(144/x³)^(1/2) η/√x = 18η/x².

With η = x^s, s(s−1) = 18, so

s = (1 ± √73)/2.

The negative root gives the approach to the tail:

φ = (144/x³)(1 − c x^(−σ) + ...),  σ = (√73 − 7)/2 = 0.772.  (9)

The positive root, 4.772, is the power with which a small error in B grows in the limit of large x; between x = 10 and x = 50 the average power is still about 3.7. At x = 10 the change in φ per unit change in B is already 203; at x = 50 it is 7.5 × 10⁴. An error of only 8.4 × 10^(−11) in B changes φ(50) by 1% of its value. Outward shooting is thus an excellent way to find B and a poor way to obtain the far tail.

Nor is the leading tail accurate soon. The ratio of φ to 144/x³ is only 0.696 at x = 100, because the correction in (9) has a large coefficient, c about 13 (found in section 7), and dies slowly. That term alone would give 0.62; the higher terms of the tail series still matter at this distance.

**7. The same slope without a search**

If φ(x) solves (1), so does χ(x) = λ³φ(λx). Indeed,

χ'' = λ⁵φ''(λx) = λ⁵φ^(3/2)/√(λx) = λ^(9/2)φ^(3/2)/√x = χ^(3/2)/√x.

This symmetry turns the boundary problem into a single inward integration. Choose c = 1 in (9). Higher tail terms follow by writing φ = 144x^(−3) Σ d_k x^(−kσ), with d_0 = 1 and d_1 = −1; substitution in (1) gives

(3 + kσ)(4 + kσ)d_k = 12 [(Σ d_j u^j)^(3/2)]_k,

where the bracket means the coefficient of u^k and u = x^(−σ). Start far out and integrate (6) inward to t = 0. The result has some value A = φ(0) and slope P = φ'(0), with A not equal to one. Rescaling with λ = A^(−1/3) restores the value one and gives

B = λ⁴P = P/A^(4/3).

The outward-growing error now decays inward. The other error merely alters c, and by the scaling symmetry that changes A and P together without changing B. This road gives B = −1.5880710226, the same ten decimals. It also gives c = λ^(−σ) = 13.271 for the normalised solution. By the uniqueness shown above, this is the function that the outward shots approach.

**8. What the slope means**

Near the nucleus,

V = Ze/r + ZeB/a + ...

The constant ZeB/a is the electrons' own potential at the nucleus. It is negative, as it must be, and it fixes the total energy E of the atom. At fixed electron number the energy is stationary under changes of density, so only the explicit nuclear charge contributes to dE/dZ. Adding an electron to keep the atom neutral costs nothing, since the highest occupied energy is zero. Hence

dE/dZ = −e²∫(n/r)d³r = Ze²B/a.

The kinetic, attractive and repulsive energies are each a pure number times Z²e²/a, because the density scales as Z/a³ and the energy per electron as Ze²/a. Since a varies as Z^(−1/3), E varies as Z^(7/3) and dE/dZ = 7E/(3Z). Therefore

E = (3/7)B Z²e²/a.  (10)

For zinc, Z = 30, direct integration over the density gives a kinetic energy of 2149.80, an attraction of −5016.21 and a repulsion of 716.60 hartree. Their sum is −2149.80 hartree within rounding. The attraction is BZ²e²/a, and 3/7 of it is also −2149.80. The slope alone has given the energy.

A restricted Hartree-Fock calculation in the def2-TZVP basis gives −1777.81 hartree. The Thomas-Fermi energy is 21% larger in magnitude. Hartree-Fock is itself only a comparison level: it omits correlation, and here also relativity, and its basis is finite.

**9. A proton meeting a zinc atom**

Let a 500 eV proton approach a free zinc atom at rest, head-on. Treat it as a test charge that leaves the electron cloud unchanged. With proton mass m_p and zinc mass M, the energy of relative motion is

E_rel = 500 eV × M/(m_p + M) = 492.4 eV.

The rest is centre-of-mass motion. The relative speed vanishes where

Ze²φ(r/a)/r = E_rel.

For zinc a = 0.01508 nm. The solution is r = 0.0252 nm, or x = 1.67, where φ = 0.287. With e² = 1.440 eV nm,

30 × 1.440 × 0.2871/0.02519 eV ≈ 492 eV.

A two-body trajectory computed from the forces turns at the same distance. The interaction energy of the bare nuclei at this distance would be about three and a half times as large, since 1/φ is 3.5.

The Hartree-Fock cloud, also held fixed, allows a comparison of the test-charge energies:

0.005 nm: Thomas-Fermi 6050 eV, Hartree-Fock 5983 eV
0.020 nm: Thomas-Fermi 750 eV, Hartree-Fock 690 eV
0.050 nm: Thomas-Fermi 120 eV, Hartree-Fock 70 eV
0.270 nm: Thomas-Fermi 1.18 eV, Hartree-Fock 0.075 eV

At all of these distances the model screens too weakly, and the relative error grows outward. Below about 0.001 nm the difference changes sign and the model screens too strongly. The relative error stays small there only because the bare nuclear term dominates: the electrons' potential at the nucleus is −167 hartree per unit charge in the model and −142 in Hartree-Fock. The static Hartree-Fock turning distance is 0.0236 nm, so the Thomas-Fermi value is 7% longer.

The proton also pulls the electrons towards itself. At the Thomas-Fermi turning distance, letting the Hartree-Fock cloud relax lowers the interaction from 425 to 397 eV, a response of −29 eV (each number is rounded separately). This assumes that the electrons reach the ground state of ZnH⁺. Zinc's highest orbital is bound by only 8.0 eV in Hartree-Fock, less than the 13.6 eV of hydrogen. That state therefore connects at large distance to Zn⁺ + H rather than to Zn + H⁺, so the figure includes charge transfer, which a passing proton need not complete. The finite basis also restricts the relaxation: def2-QZVPP gives a response of −32 eV and its uncontracted form with added tight functions −33 eV, so the relaxed energy is nearer 393 eV. The static 425 eV does not move. If the projectile instead arrives as a hydrogen atom, the extra electron raises the interaction by about 8 eV. That is a frozen-orbital estimate: the hydrogen ionization energy plus the negative energy of the lowest empty orbital.

**10. Beside a real zinc surface**

A proton accelerated through 500 volts towards a zinc target arrives with the energy used above, but it meets a surface, which breaks the free-atom assumption. At a rough neighbour spacing of 0.27 nm, the spurious Thomas-Fermi tail is about 1 eV: small for the 500 eV encounter, but unsuitable for bonding or for the last few electronvolts of motion. Most impacts are also off-centre and do not come as close as the head-on distance.

The conduction electrons slow the proton as well. In a gas of Fermi wave number k_F, the force on a slow proton of speed v is nħk_F v σ_tr, where σ_tr is the momentum-transfer cross-section. Taking the largest s-wave value, σ_tr = 4π/k_F², and n = k_F³/(3π²) gives 4ħk_F²v/(3π). With two electrons per atom and close packing at 0.27 nm, k_F = 16.2 nm^(−1), and the force is about 23 eV/nm, or 6 eV per spacing. The s-wave is given its greatest possible effect and the other partial waves are ignored, so this is an order of magnitude, neither an accurate value nor a bound.

The incident proton's wavelength is 0.0013 nm, about 5% of the turning distance, which supports the classical treatment of its approach. The relativistic measure (Zα)², with α the fine-structure constant, is 0.05 for the innermost electrons. A scalar-relativistic Hartree-Fock cloud lowers the test-charge energy by about 15 eV at 0.005 nm, about 1 eV at the turning distance and about 0.006 eV at 0.27 nm. For this collision the largest of the estimated faults are therefore the static screening, about 67 eV at the turning distance, and the electron response, roughly 30 eV. Both make the Thomas-Fermi repulsion too strong. The remaining digits are in the numerical output.

Numbers as computed

```
slope B from outward shooting: -1.5880710226
bisection shots: 45; series start x = 0.040
trial slope -1.700: phi reaches 0 at x = 1.595
trial slope -1.600: phi reaches 0 at x = 3.409
trial slope -1.590: phi reaches 0 at x = 5.503
trial slope -1.588: phi turns up at x = 9.953
trial slope -1.580: phi turns up at x = 3.175
trial slope -1.500: phi turns up at x = 1.287
series at start: phi = 0.94696277, phi' = -1.19910345
series radius in t: 0.6652 (zero of phi), 0.6655 (coefficients)
series radius in x: 0.4425
linear start at x0 = 1e-02: slope -1.39075, shift 0.19732
linear start at x0 = 1e-04: slope -1.56807, shift 0.02000
slope B from inward integration: -1.5880710226
tail: sigma = 0.77200, amplitude c = 13.2710
phi(1) = 0.424008
phi(5) = 0.078808
phi(10) = 0.024314
phi(20) = 0.005785
phi(100) x^3/144 = 0.6961
slope-error gain: 202.7 at x=10, 7.497e+04 at x=50
growth power: 4.7699 at x=1e5, limit 4.7720
slope error for 1% of phi(50): 8.43e-11
zinc Z = 30: a = 0.015078 nm, electrons = 30.000000
kinetic, attraction, repulsion: 2149.80, -5016.21, 716.60 hartree
TF energy: -2149.803 (density), -2149.803 (slope) hartree
proton: 500.0 eV lab, 492.41 eV relative motion
TF turning distance: 0.02519 nm, x = 1.6705, phi = 0.2871
turning distance from trajectory: 0.02519 nm
HF energy of zinc: -1777.807 hartree; TF/HF = 1.2092
r = 0.005 nm: test-charge energy TF 6050.087, HF 5983.413 eV
r = 0.010 nm: test-charge energy TF 2311.439, HF 2234.914 eV
r = 0.020 nm: test-charge energy TF 750.057, HF 690.252 eV
r = 0.050 nm: test-charge energy TF 119.698, HF 70.079 eV
r = 0.100 nm: test-charge energy TF 21.799, HF 9.408 eV
r = 0.270 nm: test-charge energy TF 1.182, HF 0.075 eV
HF static turning distance: 0.02357 nm
at TF turning distance: HF static 425.25 eV, relaxed 396.70 eV
electron response: -28.56 eV
capture shift (frozen orbital): 8.13 eV
proton speed: 0.1415 atomic units; k_F = 16.20 1/nm
friction: 22.7 eV/nm, 6.13 eV per 0.27 nm
proton wavelength: 0.00128 nm
(Z alpha)^2 = 0.0479
```
